# Davidson and Lanczos iterations can miss the lowest roots by symmetry

## Definitions and conventions

Let $H$ be a real symmetric matrix in an orthonormal basis $e_1,\dots,e_n$, and let $D$ be its diagonal part, $D_{ii}=H_{ii}$. A symmetry operation is an orthogonal matrix $U$ with $U^THU=H$, which is the same as $HU=UH$. A sector is the range of a projector $P$ built as a linear combination of such operations, so that $HP=PH$. Exact arithmetic is assumed unless rounding is mentioned.

Both iterations enlarge a search space $V$ and diagonalize $H$ within it. This gives Ritz values $\theta$ and normalized Ritz vectors $x\in V$, with residual

$$r=Hx-\theta x .$$

Lanczos builds $V=\mathrm{span}\{v,Hv,H^2v,\dots\}$ from a start vector $v$. Davidson follows the lowest Ritz pairs and adds the corrections

$$t=(D-\theta)^{-1}r ,$$

orthogonalized to $V$. Denominators close to zero are replaced by a small constant, so the preconditioner is in general some function $f(D)$.

The belief examined here is that the converged roots are the lowest eigenvalues of $H$.

## The counter-example

The matrix is that of singlet configuration interaction with single excitations (CIS) for boron monofluoride, from restricted Hartree–Fock orbitals in the 6-31G basis, at a chosen bond length of 1.25 Å. A configuration $i\to a$ moves an electron from occupied orbital $i$ to virtual orbital $a$, and for real orbitals

$$H_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)-(ij|ab),$$

with orbital energies $\varepsilon$ and two-electron integrals in charge-density order. There are 7 occupied and 11 virtual orbitals, hence $7\times 11=77$ configurations, few enough for full diagonalization. CIS leaves out double and higher excitations and the basis is small, so the roots are references for the iterations, not predictions for experiment.

The molecule lies along $z$, and the π orbitals are aligned with $x$ and $y$. The lowest roots from full diagonalization, in eV, are

$$6.75,\;6.75,\;12.10,\;13.88,\;14.04,\;14.04,\;16.97,\;16.97,\;17.13,\;17.48 .$$

The first two are the partners of a Π state. The lowest Σ⁺ root is 12.10 eV and the lowest Σ⁻ root is 13.88 eV. These values depend strongly on the basis: in aug-cc-pVTZ the Π pair lies at 6.60 eV and the lowest Σ⁺ root at 8.50 eV, 3.6 eV lower, and the order of the higher states changes. A root counts as converged when its residual norm is below $10^{-6}$ hartree.

**A guess of the wrong symmetry.** Davidson starts from the σ→σ* configuration with the lowest diagonal element, 12.34 eV. It converges to 12.098 eV with a residual of $8.6\times10^{-7}$ hartree. The lowest root is 6.754 eV, so the answer is too high by

$$12.098-6.754=5.344\ \text{eV}.$$

The guess is unchanged by every rotation about the axis and by every mirror containing it. The part of any search vector outside the Σ⁺ sector had a norm of at most $5.8\times10^{-13}$.

**A guess with one partner.** The configuration with the lowest diagonal element of all, 7.10 eV, is of σ→π* type. Davidson starts from its $x$ member, with three roots requested, and returns

$$6.75,\quad 16.97,\quad 17.48\ \text{eV}.$$

All three are eigenvalues, and the first is the lowest. Seven roots below the third are missing: the partner at 6.75, then 12.10, 13.88, 14.04 twice, the partner at 16.97, and 17.13 eV.

The small residuals do not contradict this. Expand $x=\sum_k c_k\psi_k$ in orthonormal eigenvectors with eigenvalues $E_k$ and $\sum_kc_k^2=1$. Then

$$\|r\|^2=\sum_k (E_k-\theta)^2c_k^2\;\ge\;\min_k (E_k-\theta)^2 .$$

Some eigenvalue therefore lies within $\|r\|$ of $\theta$. The inequality says nothing about how many eigenvalues lie below it.

## The correct statement for Davidson

**If $D$ commutes with the sector projector $P$, a Davidson search started inside the sector stays inside it.**

Proof. Suppose $Pw=w$ for every $w\in V$. A Ritz vector $x$ lies in $V$, so $Px=x$ and

$$Pr=PHx-\theta Px=HPx-\theta x=Hx-\theta x=r .$$

Since $P$ commutes with $D$, it commutes with $f(D)$, and

$$Pt=Pf(D)r=f(D)Pr=f(D)r=t .$$

Orthogonalization subtracts vectors of $V$ from $t$, and these also lie in the sector. The enlarged space is again inside it, and induction completes the proof.

The condition on $D$ does not follow from $HP=PH$ alone. It does hold when each operation is a signed permutation of the basis, $Ue_i=s_ie_{\pi(i)}$ with $s_i=\pm1$. Because $s_i^2=1$,

$$H_{\pi(i)\pi(i)}=(Ue_i)^TH(Ue_i)=e_i^TU^THUe_i=H_{ii},$$

and therefore

$$DUe_i=s_iH_{\pi(i)\pi(i)}e_{\pi(i)}=H_{ii}\,s_ie_{\pi(i)}=UDe_i .$$

With aligned π orbitals, quarter turns and the mirrors $x\to-x$ and $y\to-y$ are of this kind. A 30° turn is not: it commutes with $H$ to $4\times10^{-15}$ hartree, but its commutator with $D$ has an element of 0.0987 hartree.

## A case in which the search leaves the sector

Write $xy$ for the configuration $\pi_x\to\pi^*_y$, and similarly for the others. For one π* shell, the normalized combinations

$$\Sigma^+=\frac{xx+yy}{\sqrt2},\qquad \Sigma^-=\frac{xy-yx}{\sqrt2}$$

are even and odd under the mirrors. Let $s_+$ and $s_-$ be their diagonal elements of $H$, and let $\delta$ be the common diagonal element of the two Δ combinations $(xx-yy)/\sqrt2$ and $(xy+yx)/\sqrt2$. Now turn the virtual orbitals alone by an angle $\alpha$:

$$x'=cx+sy,\quad y'=-sx+cy,\qquad c=\cos\alpha,\; s=\sin\alpha .$$

The eigenvalues of $H$ do not change, but its diagonal does. Inserting the definitions gives

$$xx'=c\,xx+s\,xy=\frac{c\,\Sigma^++s\,\Sigma^-+\Delta\text{ part}}{\sqrt2},$$

where the Δ part has unit norm. $H$ does not couple different symmetries, so the diagonal elements of $xx'$ and, in the same way, of $xy'$ are

$$d_1=\tfrac12(c^2s_++s^2s_-+\delta),\qquad d_2=\tfrac12(s^2s_++c^2s_-+\delta).$$

By the same expansion $yy'$ has the element $d_1$ and $yx'$ has $d_2$. Furthermore,

$$\frac{xx'+yy'}{\sqrt2}=c\,\Sigma^++s\,\Sigma^-,\qquad \frac{xy'-yx'}{\sqrt2}=-s\,\Sigma^++c\,\Sigma^- .$$

$D$ multiplies the first vector by $d_1$ and the second by $d_2$, so

$$\langle\Sigma^+|D|\Sigma^-\rangle=cs(d_1-d_2)=cs(c^2-s^2)\frac{s_+-s_-}{2}=\frac{\sin4\alpha}{8}(s_+-s_-).$$

The preconditioner mixes the two symmetries unless $\sin4\alpha=0$ or $s_+=s_-$. At $\alpha=45^\circ$ the mixing vanishes again, because the mirrors then exchange $x'$ and $y'$ up to sign.

The printed commutators can be compared with this algebra. A 30° turn of the whole molecule connects each of $xx$, $yy$ with each of $xy$, $yx$ through $\pm\sin30^\circ\cos30^\circ=\pm0.433$. By the quarter turn, $yy$ has the diagonal element of $xx$ and $yx$ that of $xy$, and the remaining pairs connected by the 30° turn have equal diagonal elements, so the largest difference between the diagonal elements of $xx$ and $xy$ of one π* shell in the aligned basis is $0.0987/0.433=0.228$ hartree; it equals $|s_+-s_-|/2$ for the shell concerned. With the virtual orbitals turned by $\alpha$, the mirror connects $xx'$ with $xy'$ through $\sin2\alpha$, and their diagonals differ by $\cos2\alpha\,(s_+-s_-)/2$. For $\alpha=20^\circ$ the commutator of $D$ with the mirror is then

$$0.643\times0.766\times0.228=0.112\ \text{hartree},$$

in agreement with the printed 0.1122.

A Σ⁻ guess with aligned orbitals converges to 13.88 eV, the lowest Σ⁻ root. The same guess with the virtual orbitals turned by 20° converges to 12.10 eV, the lowest Σ⁺ root. It still misses the Π pair. A half turn about the axis changes the sign of every σ→π* and π→σ* configuration and of no other, for any $\alpha$, so $D$ still respects that separation. A diagonal that breaks symmetry may open some sectors and leave others closed.

## Degenerate partners

**Single-vector Lanczos holds at most one direction of each eigenspace.** Let $P_E$ project onto the eigenspace of $E$. Every vector of the search space is $p(H)v$ with a polynomial $p$, and

$$P_E\,p(H)v=p(E)\,P_Ev .$$

Only the direction $P_Ev$ occurs, whatever the start vector. If $P_Ev=0$, the eigenvalue is missed altogether.

From a random vector, the lowest root converged at dimension 41, where the two lowest Ritz values were 6.75 and 12.10 eV. The overlaps between the search space and the Π pair form a matrix that should have rank one; its singular values were 1.000000 and $3.3\times10^{-11}$. At dimension 62 a second Ritz value came within $10^{-6}$ hartree of the lowest root. The identity above forbids this in exact arithmetic, so the second copy is a product of finite precision. The 77 roots include 20 Π pairs and 3 Δ pairs, so there are at most $77-23=54$ distinct eigenvalues, and in exact arithmetic the search space stops growing by dimension 54.

**Davidson differs, because $D$ is a second matrix.** Let $f_a$ be the $x$-type configurations of the Π sector and $Rf_a$ their images under a quarter turn $R$. The mirror $x\to-x$ changes the sign of the first set and not of the second, so $H$ does not couple the two sets. Since $R$ commutes with $H$,

$$(Rf_a)^TH(Rf_b)=f_a^THf_b=h_{ab}.$$

Both sets therefore carry the same matrix $h$ and the same diagonal $d$. A guess with coefficients $a_1$ in the first set and $a_2$ in the second evolves into vectors with coefficients $(Wa_1,Wa_2)$, where $W$ is a common combination of products of $h$ and $d$.

If $a_2=\lambda a_1$, then $Wa_2=\lambda Wa_1$ for every $W$, and only one partner can be found. The $x$-type guess above is the case $\lambda=0$. A guess with $a_1=0$ fails in the same way, with the two sets exchanged. If $a_1$ and $a_2$ are not proportional, let $\psi$ be the eigenvector of $h$ for the wanted root. Polynomials in $h$ keep the ratio of $\psi^TWa_1$ to $\psi^TWa_2$ fixed. The choice $W=d$ replaces $\psi$ by $d\psi$, which is in general not parallel to $\psi$, so the ratio can change and the partners can separate. Davidson from one random vector did return 6.75 eV twice, with a search dimension of 54 out of 77.

In the limit of a constant diagonal, $D=d_0$, the correction is $r/(d_0-\theta)$. A single-vector Davidson search then stays in the Lanczos space and loses this advantage.

## Cures and their conditions

For block Lanczos with start vectors $v_1,\dots,v_b$, the same identity leaves the directions $P_Ev_1,\dots,P_Ev_b$. The block must be at least as large as the degeneracy, and these projections must span the eigenspace. Two random vectors gave both Π partners.

For Davidson with a diagonal that respects the sectors, the guesses need components in every sector that holds a wanted root. Where two partner sets carry the same diagonal, as the Π sets do, the coefficients of the guesses in them must not all be proportional with one common $\lambda$. The argument does not cover the Δ partners: with aligned orbitals $D$ multiplies $xx-yy$ by $d_1$ and $xy+yx$ by $d_2$, taken at $\alpha=0$, and these differ by $(s_+-s_-)/2$. A small random admixture meets these conditions. This removes the symmetry obstruction but does not prove that the lowest roots are reached, since a small residual still only places $\theta$ near some eigenvalue. The size of the admixture matters: from the σ→σ* guess with one root requested, random entries of typical size 0.01 led to 6.75 eV in 15 of 15 trials, and entries of size $10^{-4}$ in none of 15. Six lowest-diagonal configurations with random entries of typical size 0.01 gave the six lowest roots correctly. The same six without admixture also succeeded here: they happened to contain the needed symmetries, which their diagonal elements alone do not guarantee. This pair of runs therefore does not show a gain from the admixture.

The other cure is one run per sector, followed by a merge. The sectors must together span the whole space. Let $c$ be the smallest of the highest roots obtained in the sectors. An eigenvalue below $c$ has an eigenvector in some sector and lies below that sector's highest computed root, so it is in the list, provided that each run found the lowest roots of its own sector. Four mirror sectors with three roots each gave a list complete up to 17.13 eV. Its nine roots agree with full diagonalization.

The proviso matters when a sector hides further symmetry. The sector even under both mirrors contains Σ⁺ states and one partner of each Δ state. A quarter turn leaves σ→σ* configurations unchanged and reverses the sign of $xx-yy$, so in exact arithmetic guesses made of σ→σ* configurations alone would miss the Δ roots. Rounding may let them in, but this is no safeguard. For this reason the sector runs also used guesses with a random admixture, projected onto the sector. The numerical output gives the ceiling, the number of roots up to it and the six lowest roots of the merged list; the program asserts the agreement of all nine.

## Values computed for the example and the checks

```
BF bond length: 1.25 angstrom
RHF/6-31G total energy: -124.055453 hartree
hartree in eV: 27.211386
occupied, virtual orbitals: 7, 11
CIS dimension: 77
residual tolerance: 1e-06 hartree
full diagonalization, lowest 10 roots (eV):
  6.7543 6.7543 12.0984 13.8799 14.0376
  14.0376 16.9745 16.9745 17.1324 17.4823
lowest Sigma+ root: 12.0984 eV
lowest Sigma- root: 13.8799 eV
max |[H, 90 deg turn]|: 4.2e-15 hartree
max |[D, 90 deg turn]|: 4.2e-15 hartree
max |[H, 30 deg turn]|: 4.2e-15 hartree
max |[D, 30 deg turn]|: 0.0987 hartree
Davidson, one sigma->sigma* guess, 1 root:
  guess diagonal 12.3421 eV, root 12.0984 eV
  residual 8.6e-07 hartree, outside norm 5.8e-13
  error against lowest root: 5.3441 eV
Davidson, one sigma->pi*x guess, 3 roots:
  guess diagonal 7.0984 eV
  roots 6.7543 16.9745 17.4823 eV
  residual 2.5e-07 hartree, outside norm 2.3e-15
  roots skipped below the third one returned: 7
Davidson, one random vector, 2 roots:
  roots 6.7543 6.7543 eV, search dimension 54
Lanczos, one random vector:
  lowest root converged at dimension 41
  two lowest Ritz values there: 6.7543 12.0984 eV
  singular values on the Pi pair: 1.000000, 3.3e-11
  second copy (rounding) at dimension 62
Block Lanczos, two random vectors:
  roots 6.7543 6.7543 eV at dimension 64
Davidson from a Sigma- guess, aligned pi orbitals:
  root 13.8799 eV, outside norm 1.6e-10
Same guess, virtual pi orbitals turned by 20 deg:
  max |[D, mirror]|: 0.1122 hartree
  root 12.0984 eV, outside norm 0.9993
  Sigma- weight of the final vector: 0.000000
Six lowest-diagonal guesses, no admixture (eV):
  6.7543 6.7543 12.0984 13.8799 14.0376 14.0376
Six guesses with random admixture 0.01 per entry (eV):
  6.7543 6.7543 12.0984 13.8799 14.0376 14.0376
  search dimension 47
Four mirror sectors, 3 roots each, merged:
  complete up to 17.1324 eV, 9 roots
  6.7543 6.7543 12.0984 13.8799 14.0376 14.0376
```
